Is diffusion in a low-angle tilt boundary isotropic?

**Question**

I am modelling tracer diffusion through a metal that contains low-angle tilt boundaries. My code treats each boundary as a thin slab with a single diffusivity D_gb, the same in every direction within the boundary plane. The slab is thin and disordered, so I assumed that direction within it would not matter. But a low-angle tilt boundary is a row of parallel edge dislocations, and each dislocation is supposed to act as a fast pipe. Can I still use one D_gb? If not, how do I get the correct values from the pipe radius, the tilt angle and the two diffusivities of pipe and lattice? I am thinking of something like magnesium at 500 K with a 5° tilt.

**Answer**

One number is not enough here. Along the dislocations an atom can stay in fast material all the way. Across them it must cross a stretch of lattice between each pipe and the next. Thinness alone does not make these two journeys equivalent. The boundary needs a diffusivity tensor, and the pipe model gives both of its in-plane principal values.

**The model**

Let x be normal to the boundary, y run along the row of dislocations, and z run along the dislocations, which is the tilt axis. Each dislocation is a straight cylinder of radius a and diffusivity D_p. The surrounding lattice has an isotropic diffusivity D_l. The cylinders have spacing d and do not overlap, so 2a < d. The tracer has no preference for pipe or lattice sites, so its concentration c is continuous at the cylinder surface. The flux is J = −D∇c.

The model is unchanged when z is replaced by −z, or y by −y. A gradient along one of these axes therefore drives no net flux along the other, and y and z are the in-plane principal axes.

The equations below hold in any consistent units, including atomic units, where the unit of diffusivity is ħ/m_e.

The spacing follows from the tilt. Rotate the two crystals by +θ/2 and −θ/2. A vector of length H along the row then has two images whose difference has length 2H sin(θ/2). Dislocations with Burgers vector of length b must supply this mismatch, so their number is 2H sin(θ/2)/b. Dividing H by that number gives

d = b / [2 sin(θ/2)].

**What the boundary diffusivity means**

A row of cylinders has no sharp outer faces, so a slab width δ has to be chosen. The quantity that does not depend on this choice is the extra transport due to the boundary. For a mean gradient G along an in-plane axis u (either y or z), define

s = ∫ dx [⟨D ∂c/∂u⟩/G − D_l],

where the brackets average over the other in-plane direction. Since the total flux is conserved, s for transport along y can be evaluated on any plane of constant y. A slab of width δ that carries the same extra flux has

D = D_l + s/δ.

I take δ = 2a below. Another choice changes D but not s.

**Along the pipes**

Try c = Gz. It is continuous everywhere. Its flux has magnitude DG and points along z. Since D does not vary along z, this flux has no divergence, and none of it crosses a cylinder surface. So c = Gz is the steady solution.

Each period d of the row contains one cylinder of area πa², in which D exceeds the lattice value by D_p − D_l. Hence

s_par = πa²(D_p − D_l)/d,

D_par = D_l + πa²(D_p − D_l)/(dδ).

This is conduction in parallel: areas add.

**Across the pipes: one cylinder**

Now let the gradient point along y. Start with one cylinder in a local gradient E, and use polar coordinates with y = r cos α. The solutions of Laplace's equation with the required angular form are

inside: c = A r cos α,

outside: c = (E r − P/r) cos α.

A 1/r term inside would diverge at the centre. Outside, P measures the disturbance made by the cylinder.

Continuity of c at r = a gives

A = E − P/a².

Continuity of the radial flux gives

D_p A = D_l (E + P/a²).

Insert the first equation into the second:

D_p E − D_p P/a² = D_l E + D_l P/a².

Collecting terms,

P = βa²E, with β = (D_p − D_l)/(D_p + D_l).

The gradient inside is A = (1 − β)E = 2D_l E/(D_p + D_l). The flux inside therefore has magnitude

D_p A = 2D_p D_l E/(D_p + D_l).

For D_p ≫ D_l this tends to 2D_l E. However fast the pipe is, the flux through it is limited to twice the lattice flux in the same local gradient, because the lattice has to deliver the atoms and take them away.

**Across the pipes: the whole row**

Each cylinder also feels its neighbours. On the row axis, the disturbance from a cylinder at distance y is −P/y, whose derivative is +P/y². Neighbours on both sides therefore strengthen the gradient. Summing over distances nd, with Σ1/n² = π²/6 for n = 1, 2, 3, …,

E = G + 2P Σ 1/(nd)² = G + Pπ²/(3d²).

Insert this into P = βa²E and collect the terms in P:

P [1 − βπ²a²/(3d²)] = βa²G,

P = βa²G / [1 − βπ²a²/(3d²)].

The extra flux is easiest to find on the plane y = d/2, which lies entirely in the lattice. The disturbances must be summed before integrating over x, because the infinite sum and the infinite integral cannot be interchanged here. The standard series for the cotangent, summed symmetrically, is

Σ 1/(w − nd) = (π/d) cot(πw/d), with w = y + ix and n running over all integers.

Its real part gives the concentration of the row:

c = Gy − P(π/d) sin(2πy/d) / [cosh(2πx/d) − cos(2πy/d)].

The second term is periodic in y, so the mean gradient is still G. Differentiate with respect to y and set y = d/2. There the sine vanishes and the cosine is −1, so

∂c/∂y − G = P(2π²/d²) / [1 + cosh(2πx/d)].

With v = 2πx/d, and the integral of 1/(1 + cosh v) over all v equal to 2,

∫ dx (∂c/∂y − G) = P(2π²/d²)(d/2π)(2) = 2πP/d.

Multiplying by D_l/G gives

s_perp = (2πa²βD_l/d) / [1 − βπ²a²/(3d²)],

D_perp = D_l + s_perp/δ.

This treats the gradient from the neighbours as uniform across each cylinder. The next contribution to the concentration that survives the left-right symmetry is cubic in position, with a coefficient of order P/d⁴. It induces a further disturbance of order βa⁶P/d⁴ in strength, which returns a gradient of order βa⁶P/d⁸ to the neighbours. Relative to E = P/(βa²), that is of order β²(a/d)⁸, with a numerical coefficient of about 15 that grows towards contact; for fast pipes the error in s_perp is 0.06% at a/d = 0.27 and 3% at a/d = 0.41. The dipole formula is therefore very good for well-separated pipes and becomes unreliable as they approach contact.

**Three limits**

If D_p is close to D_l, then β ≈ (D_p − D_l)/(2D_l). To first order in that difference, with a/d small, both excesses become πa²(D_p − D_l)/d. Weak pipes give a nearly isotropic boundary.

If D_p → ∞, s_par grows without limit, but s_perp tends to

(2πa²D_l/d) / [1 − π²a²/(3d²)].

The lattice gaps then control transport across the pipes.

If d → ∞, both excesses vanish as 1/d, as they should when the boundary disappears.

**Your 5° boundary**

I use rough, round parameters: b = 3.2 Å, a = 5 Å, δ = 10 Å, and D = D₀ exp(−Q/k_BT) with D₀ = 1 cm²/s for both paths. The activation energies are Q_l = 1.4 eV for the lattice and Q_p = 0.9 eV for the pipes. At 500 K, k_BT = 0.04309 eV, so

D_l = 7.74×10⁻¹⁵ cm²/s, D_p = 8.48×10⁻¹⁰ cm²/s.

The spacing is

d = 3.2/(2 sin 2.5°) = 36.7 Å, so a/d = 0.136.

The pipe area divided by the slab area per period is

πa²/(dδ) = 78.5/367 = 0.214.

Along the pipes,

D_par = 7.74×10⁻¹⁵ + 0.214 × 8.48×10⁻¹⁰ ≈ 1.82×10⁻¹⁰ cm²/s.

Across them, β is 1 to four digits, and the denominator is 1 − 3.29 × 0.136² = 0.939. Hence

D_perp = D_l (1 + 2 × 0.214/0.939) = 1.456 D_l = 1.13×10⁻¹⁴ cm²/s.

In atomic units, D_par = 1.57×10⁻¹⁰ and D_perp = 9.73×10⁻¹⁵. Their ratio is about 16,000 for δ = 10 Å; it depends on the chosen width (about 24,500 for 5 Å and 9,600 for 20 Å), whereas s_par/s_perp = 5.1×10⁴ does not. Using the parallel value for transport across the pipes would overestimate the model's diffusivity by that factor.

The ratio s/D_l, which does not depend on δ, shows the same contrast. It is the thickness of ordinary lattice that would carry the extra flux. It is about 2.3×10⁵ Å along the pipes, but only 4.6 Å across them.

You might instead put pipe and lattice in series inside a closed slab, with the pipe occupying a fraction 2a/d of the path. That gives 1.37 D_l. It answers a slightly different question, since it forbids exchange through the slab faces and replaces round pipes by square ones. It does show the same control by the lattice gaps.

**Other directions, temperatures and tilts**

Suppose the gradient makes an angle φ with the pipes. Its components are G cos φ and G sin φ, and each drives its own flux. Projecting the total flux back onto the gradient gives

D(φ) = D_par cos²φ + D_perp sin²φ.

At 45° this is 9.1×10⁻¹¹ cm²/s, half the parallel value. The slow direction is very narrow. At an angle ψ from the row, the two contributions are equal when tan²ψ = D_perp/D_par, which gives ψ = 0.45°. The flux itself is in general not parallel to the gradient, so a code that solves for transport in the boundary plane needs the tensor and not just D(φ).

For fast pipes, D_par follows D_p and D_perp follows D_l. The apparent activation energies at 500 K are accordingly 0.90 eV and 1.40 eV. With a, d and δ fixed, the ratio D_par/D_perp falls from 1.6×10⁴ at 500 K to 2.3×10³ at 600 K and 590 at 700 K. Cooling makes the boundary more anisotropic because Q_l > Q_p.

At 500 K, with a and δ fixed, changing the tilt gives:

2°: D_par = 7.27×10⁻¹¹, D_perp = 9.08×10⁻¹⁵ cm²/s

5°: D_par = 1.82×10⁻¹⁰, D_perp = 1.13×10⁻¹⁴ cm²/s

10°: D_par = 3.63×10⁻¹⁰, D_perp = 1.65×10⁻¹⁴ cm²/s

D_par is nearly proportional to the number of pipes per unit length. D_perp changes much less, since even at 10° the gaps remain. The pipes would touch when d = 2a, or sin(θ/2) = b/(4a), which is θ = 18.4° here. The picture of separate pipes has to be abandoned before then. This calculation does not tell you whether a high-angle boundary is isotropic.

**How far to trust this for magnesium**

The lattice activation energy is in the rough range for magnesium. The pipe energy, pipe radius and equal prefactors are plausible assumptions, not measured properties of your boundary. An error of 0.05 eV in Q_p changes D_p, and thus nearly all of D_par, by a factor of exp(0.05/0.04309) = 3.2. Halving a at fixed δ reduces D_par by nearly four. Magnesium is also hexagonal, so its lattice diffusion is not strictly isotropic. As a trial, I made lattice diffusion 20% faster normal to the boundary, keeping its value along the row, and found the decay rate of a long concentration wave along the row, on a finite-volume grid with D_p/D_l = 1000 that repeats the row at spacing d normal to the boundary. The perpendicular excess rose by about 4% in that square array; for a single isolated row the rise is 4.5%. Either way it is a small effect beside the others.

The assumption most likely to spoil D_perp is that every dislocation is parallel. Suppose a second family runs along y within the boundary, with spacing L. The mean gradient now lies along these pipes, so by the area argument they add about

πa²(D_p − D_l)/(Lδ)

to D_perp. This simple sum neglects the extra paths where the families cross; for round pipes at a/d = 0.136 these add about 7%, so the addition, the factor and the doubling spacing quoted next are low by about that much. For L = 10,000 Å, the addition is 6.7×10⁻¹³ cm²/s, which raises D_perp by a factor of 60. In the steady state, a spacing of 5.9×10⁵ Å would be enough to double it. But evening out the concentration between dislocations that far apart takes a time of order L²/(4π²D_l), three to four years at 500 K, and the fast path along the primary pipes shortens this only to about two years, so such a sparse family should be treated as individual pipes and not included in D_perp. The very low D_perp belongs to a boundary without closely spaced crossing dislocations. Where continuous ones lie 10,000 Å apart, they carry most of the boundary's extra transport in the slow direction. Even with L = 10,000 Å, however, D_par remains more than 200 times larger than D_perp.

There is also a condition on time and length. The lattice between pipes must have time to respond. For transport across the pipes, a time d²/D_l, which is 17 s here, is ample, because the slowest part of the disturbance decays at a rate of about 4π²D_l/d². The concentration must also vary slowly over one spacing d. Along the pipes the requirement is stricter. If c varies over a length ℓ in that direction, each pipe gains or loses tracer at a rate of order a²D_p c/ℓ² per unit length, while the lattice exchanges of order D_l Δc for a difference Δc between pipe and gap. Hence Δc/c is of order a²D_p/(D_l ℓ²), and ℓ must be much longer than a√(D_p/D_l), about 1,700 Å here. At shorter times or distances, resolve the individual pipes instead of assigning a diffusivity to the boundary.

If you add a crossing family to D_perp, the concentration must also vary slowly over its spacing L, and the tracer must have had time to spread between the crossing dislocations. Otherwise treat those dislocations individually.

For your code, replace D_gb by a tensor with D_par along the tilt axis and D_perp along the row. If you know of crossing dislocations, add their contribution to D_perp. A single D_gb is adequate if transport in your problem runs along one known principal axis and the value was obtained for that axis.
